# Finite-Size Scaling of the Antiferromagnetic Structure Factor from Spin-Wave Theory: a program that tests the result

```python
"""
Result under test: for a square-lattice Heisenberg antiferromagnet on L x L sites
    S_zz(Q)/N = M2/3,   M2 = m^2 + alpha*A/L + smaller terms,
M2    = <(sum_i eps_i S_i)^2>/N^2, eps_i = +-1 on the two sublattices, N = L^2
m     = staggered moment of the infinite lattice (hbar = 1, lattice constant 1)
A     = limit of k*S(Q+k) for small k, equal to m^2 c/rho_s
        (c: spin-wave velocity, rho_s: spin stiffness)
alpha = number from the difference between integral and lattice sum of 1/k
gamma = (cos kx + cos ky)/2.  Energies are in units of the exchange J.
Checks: exact diagonalization, direct lattice sums, and the finite-lattice
correlations of modified spin-wave theory (mean boson number fixed at S).
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.special import ellipkm1

rng = np.random.default_rng(7)


# ---------- exact diagonalization in the sector of zero total S^z ----------
def zero_sz_basis(n_sites, spin):
    d = int(round(2 * spin + 1))
    codes = np.arange(d ** n_sites)
    digits = (codes[:, None] // d ** np.arange(n_sites)) % d
    keep = 2 * digits.sum(axis=1) == n_sites * (d - 1)
    return codes[keep], digits[keep] - spin, d


def pair_operator(basis, spin, weighted_pairs):
    """Sparse matrix of sum w_ij S_i.S_j."""
    codes, sz, d = basis
    diagonal = np.zeros(len(codes))
    rows, cols, vals = [], [], []
    for i, j, w in weighted_pairs:
        diagonal += w * sz[:, i] * sz[:, j]
        src = np.nonzero((sz[:, i] < spin - 0.1) & (sz[:, j] > -spin + 0.1))[0]
        mi, mj = sz[src, i], sz[src, j]
        amp = np.sqrt((spin * (spin + 1) - mi * (mi + 1))
                      * (spin * (spin + 1) - mj * (mj - 1)))
        rows.append(np.searchsorted(codes, codes[src] + d ** i - d ** j))
        cols.append(src)
        vals.append(0.5 * w * amp)
    flip = coo_matrix((np.concatenate(vals),
                       (np.concatenate(rows), np.concatenate(cols))),
                      shape=(len(codes), len(codes))).tocsr()
    return (flip + flip.T + diags(diagonal)).tocsr()


def ground_state(n_sites, spin, bonds):
    basis = zero_sz_basis(n_sites, spin)
    ham = pair_operator(basis, spin, [(i, j, 1.0) for i, j in bonds])
    energy, vec = eigsh(ham, k=1, which="SA", tol=1e-10,
                        v0=rng.normal(size=len(basis[0])))
    return basis, energy[0], vec[:, 0]


# ten-site periodic cluster with edges (3,1), (-1,3): steps x -> +1, y -> -3 mod 10
bonds10 = [(i, (i + s) % 10) for i in range(0, 10, 2) for s in (1, -1, 3, -3)]
angle = 2 * np.pi * np.arange(10) / 10
gamma10 = (np.cos(angle) + np.cos(3 * angle)) / 2
inner = [q for q in range(10) if q not in (0, 5)]
coef10 = 1 - np.sum(1 / np.sqrt(1 - gamma10[inner] ** 2)) / 10
sq_theory = np.sqrt((1 - gamma10[1:3]) / (1 + gamma10[1:3]))
spins = [0.5, 1.0, 1.5]
order_S, sq_over_S, m2_10 = [], [], []
for spin in spins:
    (_, sz, _), _, vec = ground_state(10, spin, bonds10)
    s_q = [3 * np.sum(vec ** 2 * np.abs(sz @ np.exp(1j * q * angle[1] * np.arange(10))) ** 2) / 10
           for q in (1, 2, 5)]
    m2_10.append(s_q[2] / 10)
    order_S.append((s_q[2] / 10 - spin ** 2) / spin)
    sq_over_S.append(np.array(s_q[:2]) / spin)
# remove the next term, proportional to 1/S, using S = 1 and S = 3/2
coef10_ed = 3 * order_S[2] - 2 * order_S[1]
sq_ed = 3 * sq_over_S[2] - 2 * sq_over_S[1]
assert abs(coef10_ed - coef10) < 0.02
assert np.all(np.abs(sq_ed - sq_theory) < 0.04)

# 4 x 4 lattice, spin 1/2: isotropy, from all pair correlations
bonds16 = []
for x in range(4):
    for y in range(4):
        bonds16 += [(x + 4 * y, (x + 1) % 4 + 4 * y), (x + 4 * y, x + 4 * ((y + 1) % 4))]
eps = np.array([(-1) ** (i % 4 + i // 4) for i in range(16)])
basis16, energy16, vec16 = ground_state(16, 0.5, bonds16)
szz16 = np.sum(vec16 ** 2 * (basis16[1] @ eps) ** 2) / 16 ** 2
all_pairs = [(i, j, float(eps[i] * eps[j])) for i in range(16) for j in range(i)]
stag = pair_operator(basis16, 0.5, all_pairs)
m2_ed16 = (16 * 0.75 + 2 * vec16 @ (stag @ vec16)) / 16 ** 2
assert abs(szz16 - m2_ed16 / 3) < 1e-7


# ---------- lattice sums and the constant alpha ----------
def band(L):
    k = 2 * np.pi * np.arange(L) / L
    s, c = np.sin(k / 2) ** 2, np.cos(k / 2) ** 2
    minus, plus = s[:, None] + s, c[:, None] + c      # 1-gamma and 1+gamma
    return (plus - minus) / 2, minus * plus


def restricted_sum(L):
    """(1/N) sum of 1/sqrt(1-gamma^2) without k = 0 and k = Q."""
    w2 = band(L)[1].copy()
    w2[0, 0] = w2[L // 2, L // 2] = np.inf
    return np.mean(1 / np.sqrt(w2))


def theta(t):
    n = np.arange(1, 8)
    return 1 + 2 * np.sum(np.exp(-np.pi * n ** 2 * t))


theta_integral = quad(lambda t: (theta(t) ** 2 - 1) / np.sqrt(t), 1, 30)[0]
alpha = (4 - 2 * theta_integral) / (2 * np.pi)
# infinite-lattice average, from the density of states of gamma
W = quad(lambda a: 4 / np.pi ** 2 * ellipkm1(np.sin(a) ** 2), 0, np.pi / 2)[0]
alpha_sum = {L: L * (W - restricted_sum(L)) / (2 * np.sqrt(2)) for L in (16, 64, 256)}
assert abs(alpha_sum[256] - alpha) < 1e-4


# ---------- modified spin-wave theory, spin 1/2 ----------
def modified_spin_wave(L, spin=0.5):
    gamma, w2 = band(L)

    def F_of(log_delta):                  # delta = 1 - eta^2 opens a tiny gap
        return 0.5 / np.sqrt(w2 + 10 ** log_delta * gamma ** 2)
    root = brentq(lambda u: np.mean(F_of(u)) - spin - 0.5, -16, 0, xtol=1e-13)
    F = F_of(root)
    G = np.sqrt(1 - 10 ** root) * gamma * F
    f2, g2 = np.fft.ifft2(F).real ** 2, np.fft.ifft2(G).real ** 2
    staggered, uniform = f2 + g2, f2 - g2
    staggered[0, 0] -= 0.25               # on-site value is S(S+1)
    uniform[0, 0] -= 0.25
    assert abs(staggered[0, 0] - spin * (spin + 1)) < 1e-8
    near_q = np.fft.fft2(staggered)[1, 0].real
    return staggered.mean(), uniform.sum(), near_q


m = 0.5 + 0.5 - W / 2
target = m ** 2 / 3
m2_msw4, total_spin4, _ = modified_spin_wave(4)
assert abs(total_spin4) < 1e-8
assert abs(m2_msw4 / m2_ed16 - 1) < 0.02

L_big = 1024
m2_big, _, sq_big = modified_spin_wave(L_big)
A_measured = sq_big * 2 * np.pi / L_big
A_limit = 2 * np.sqrt(2) * m
slope_measured = L_big * (m2_big - m ** 2)
# both finite-size estimates carry relative errors of order ln(L)/L
assert abs(A_measured / A_limit - 1) < 0.03
assert abs(slope_measured / (alpha * A_limit) - 1) < 0.02
assert abs(slope_measured / (alpha * A_measured) - 1) < 0.03

# ---------- extrapolation ----------
sizes = np.array([6, 8, 10, 12, 16])
y = np.array([modified_spin_wave(L)[0] / 3 for L in sizes])
large = np.array([16, 20, 24, 32])
y_large = np.array([modified_spin_wave(L)[0] / 3 for L in large])
rel_error = 0.005
sigma = rel_error * y
fits = {deg: np.polyfit(1 / sizes, y, deg, w=1 / sigma)[::-1] for deg in (1, 2)}
fit_large = np.polyfit(1 / large, y_large, 1, w=1 / (rel_error * y_large))[::-1]
bias = {deg: fits[deg][0] - target for deg in (1, 2)}
assert abs(bias[2]) < 0.5 * abs(bias[1])
assert abs(fit_large[0] - target) < abs(bias[1])

intercept_error = {}
noisy = y[:, None] + sigma[:, None] * rng.normal(size=(len(y), 20000))
for deg in (1, 2):
    X = np.vander(1 / sizes, deg + 1, increasing=True)
    cov = np.linalg.inv(X.T @ (X / sigma[:, None] ** 2))
    intercept_error[deg] = np.sqrt(cov[0, 0])
    sampled = np.polyfit(1 / sizes, noisy, deg, w=1 / sigma)[-1].std()
    assert abs(sampled / intercept_error[deg] - 1) < 0.04

# ---------- output ----------
print("All moments and structure factors: hbar = 1, dimensionless")
for spin, value in zip(spins, m2_10):
    print(f"10 sites, exact, S = {spin}: M2 = {value:.6f}")
print(f"10 sites, coefficient of S in M2: spin wave {coef10:.5f}, exact extrapolated {coef10_ed:.5f}")
for g, a, b in zip(gamma10[1:3], sq_theory, sq_ed):
    print(f"10 sites, S(q)/S at gamma = {g:+.2f}: spin wave {a:.4f}, exact extrapolated {b:.4f}")
print(f"4x4, S = 1/2, exact energy per site = {energy16 / 16:.6f} J")
print(f"4x4, S = 1/2, exact: M2 = {m2_ed16:.6f}, S_zz(Q)/N = {szz16:.6f}")
print(f"4x4, S = 1/2, modified spin wave: M2 = {m2_msw4:.6f}")
print(f"4x4, S = 1/2, spin wave through order S: M2 = {0.75 - 0.5 * restricted_sum(4):.6f}")
print(f"theta-function integral = {theta_integral:.6f}")
print(f"alpha = {alpha:.6f}")
for L, value in alpha_sum.items():
    print(f"alpha from lattice sum, L = {L}: {value:.6f}")
print(f"infinite-lattice average of 1/sqrt(1-gamma^2) = {W:.6f}")
print(f"infinite-size moment m = {m:.6f}")
print(f"m^2 = {m ** 2:.6f}, m^2/3 = {target:.6f}")
print(f"A = 2 sqrt(2) m = {A_limit:.5f}; from S(Q+k) at L = {L_big}: {A_measured:.5f}")
print(f"c/rho_s = A/m^2 = {A_limit / m ** 2:.4f} (lattice constants)")
print(f"slope of M2 in 1/L: alpha*A = {alpha * A_limit:.5f}")
print(f"slope of M2 from L = {L_big}: {slope_measured:.5f}")
print(f"slope of S_zz(Q)/N in 1/L: alpha*A/3 = {alpha * A_limit / 3:.5f}")
for L, value in zip(sizes, y):
    print(f"data L = {L}: S_zz(Q)/N = {value:.6f}")
for L, value in zip(large[1:], y_large[1:]):
    print(f"data L = {L}: S_zz(Q)/N = {value:.6f}")
for deg, name in ((1, "linear"), (2, "quadratic")):
    a = fits[deg]
    print(f"{name} fit, L = 6-16: a0 = {a[0]:.6f}, a1 = {a[1]:.5f}"
          + (f", a2 = {a[2]:.5f}" if deg == 2 else ""))
    print(f"  m = {np.sqrt(3 * a[0]):.5f}, a0 - m^2/3 = {bias[deg]:+.6f}")
    print(f"  standard error of a0 for {100 * rel_error:.1f}% data errors = {intercept_error[deg]:.6f}")
    print(f"  resulting standard error of m = {1.5 * intercept_error[deg] / np.sqrt(3 * a[0]):.5f}")
print(f"linear fit, L = 16-32: a0 = {fit_large[0]:.6f}, a1 = {fit_large[1]:.5f}")
print(f"  m = {np.sqrt(3 * fit_large[0]):.5f}, a0 - m^2/3 = {fit_large[0] - target:+.6f}")
print("finished without a failed check")
```

Running it gives:

```
All moments and structure factors: hbar = 1, dimensionless
10 sites, exact, S = 0.5: M2 = 0.338041
10 sites, exact, S = 1.0: M2 = 1.174476
10 sites, exact, S = 1.5: M2 = 2.511210
10 sites, coefficient of S in M2: spin wave 0.17376, exact extrapolated 0.17347
10 sites, S(q)/S at gamma = +0.25: spin wave 0.7746, exact extrapolated 0.7729
10 sites, S(q)/S at gamma = -0.25: spin wave 1.2910, exact extrapolated 1.2935
4x4, S = 1/2, exact energy per site = -0.701780 J
4x4, S = 1/2, exact: M2 = 0.276527, S_zz(Q)/N = 0.092176
4x4, S = 1/2, modified spin wave: M2 = 0.276310
4x4, S = 1/2, spin wave through order S: M2 = 0.273825
theta-function integral = 0.049868
alpha = 0.620746
alpha from lattice sum, L = 16: 0.620991
alpha from lattice sum, L = 64: 0.620762
alpha from lattice sum, L = 256: 0.620747
infinite-lattice average of 1/sqrt(1-gamma^2) = 1.393204
infinite-size moment m = 0.303398
m^2 = 0.092050, m^2/3 = 0.030683
A = 2 sqrt(2) m = 0.85814; from S(Q+k) at L = 1024: 0.87109
c/rho_s = A/m^2 = 9.3225 (lattice constants)
slope of M2 in 1/L: alpha*A = 0.53269
slope of M2 from L = 1024: 0.53520
slope of S_zz(Q)/N in 1/L: alpha*A/3 = 0.17756
data L = 6: S_zz(Q)/N = 0.069137
data L = 8: S_zz(Q)/N = 0.058348
data L = 10: S_zz(Q)/N = 0.052175
data L = 12: S_zz(Q)/N = 0.048206
data L = 16: S_zz(Q)/N = 0.043430
data L = 20: S_zz(Q)/N = 0.040675
data L = 24: S_zz(Q)/N = 0.038888
data L = 32: S_zz(Q)/N = 0.036714
linear fit, L = 6-16: a0 = 0.027868, a1 = 0.24543
  m = 0.28914, a0 - m^2/3 = -0.002815
  standard error of a0 for 0.5% data errors = 0.000365
  resulting standard error of m = 0.00189
quadratic fit, L = 6-16: a0 = 0.030094, a1 = 0.20069, a2 = 0.20165
  m = 0.30047, a0 - m^2/3 = -0.000590
  standard error of a0 for 0.5% data errors = 0.001218
  resulting standard error of m = 0.00608
linear fit, L = 16-32: a0 = 0.029974, a1 = 0.21470
  m = 0.29987, a0 - m^2/3 = -0.000709
finished without a failed check
```
